# Raman shift of the singlet optical phonon in biaxially strained (001) silicon, part 2

The strain of a silicon layer is to be read from the shift of its Raman line. The axes $x,y,z$ lie along the cube axes, with $z$ normal to the layer. Strains are measured from the unstrained crystal at the same temperature; extension and tensile stress are positive. The layer is uniform, with $e_{xx}=e_{yy}=e$, $e_{xy}=0$ and a force-free surface.

The relative displacement of the two sublattices is $\mathbf u$. Half-turns about $x$, $y$ and $z$ through an atom leave each sublattice in place. The squared frequencies $\omega^2$ are the eigenvalues of $K/\mu$, where $K$ is the force matrix and $\mu$ half the atomic mass. Unstrained, the angular frequency is $\omega_0$ and the wavenumber $\nu_0=\omega_0/(2\pi c)$, with $c$ the speed of light.

Lemma 2: without shear strains, $K$ is diagonal and, to first order,

$$
\begin{aligned}
K_{xx}/\mu&=\omega_0^2+p\,e_{xx}+q\,(e_{yy}+e_{zz}),\\
K_{yy}/\mu&=\omega_0^2+p\,e_{yy}+q\,(e_{zz}+e_{xx}),\\
K_{zz}/\mu&=\omega_0^2+p\,e_{zz}+q\,(e_{xx}+e_{yy}),
\end{aligned}
$$

with material constants $p$ and $q$. Lemma 3, with elastic constants $C_{11}$ and $C_{12}$:

$$
e_{zz}=-\frac{2C_{12}}{C_{11}}\,e,
\qquad
\sigma_{xx}=\sigma_{yy}=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e.
$$

The theorem gives a singlet polarised along $z$ and an in-plane doublet:

$$
\Delta\omega_s=\frac{e}{\omega_0}\left(q-p\,\frac{C_{12}}{C_{11}}\right)+O(e^2),
$$

$$
\Delta\omega_d=\frac{e}{2\omega_0}\left(p+q-2q\,\frac{C_{12}}{C_{11}}\right)+O(e^2),
$$

$$
\Delta\nu_s=b\,e,\qquad
b=\nu_0\,\frac{q-p\,C_{12}/C_{11}}{\omega_0^2}.
$$

In $b$, the $q$ term comes from in-plane stretching and the $p$ term from the contraction along $z$; for negative $p$ and $q$ they compete.

With $\lambda=\omega^2-\omega_0^2$, each shift is $\lambda/(2\omega_0)$ to first order, from $\omega=\omega_0\sqrt{1+\lambda/\omega_0^2}$. The volume change $T=2e+e_{zz}$ and tetragonal distortion $D=e_{zz}-e$ give

$$
\lambda_s=\frac{p+2q}{3}\,T+\frac{2(p-q)}{3}\,D,\qquad
\lambda_d=\frac{p+2q}{3}\,T-\frac{p-q}{3}\,D .
$$

The Grüneisen parameter is

$$
\gamma=-\frac{p+2q}{6\omega_0^2}.
$$

### Lemma 4: which line is seen

In backscattering along the normal of the layer, with both light polarisations in the plane, first-order Raman scattering detects the singlet and not the doublet.

*Proof.* Raman scattering by one phonon comes from the part of the polarisability $\alpha_{ij}$ that is linear in $\mathbf u$. With both polarisations in the plane, the elements that matter are $\alpha_{xx}$, $\alpha_{yy}$, $\alpha_{xy}$ and $\alpha_{yx}$.

The half-turn about $z$ is still a symmetry of the strained layer. It leaves these four elements unchanged but reverses $u_x$ and $u_y$. None of the four can therefore be linear in $u_x$ or $u_y$, and the doublet drops out.

The half-turn about $x$ reverses $u_z$. It leaves $\alpha_{xx}$ and $\alpha_{yy}$ unchanged, so these cannot be linear in $u_z$. It reverses $\alpha_{xy}$ and $\alpha_{yx}$, so these can. The reflection that exchanges $x$ and $y$ keeps $u_z$ and makes the two coefficients equal. With a coefficient $R$,

$$
\delta\alpha_{xy}=\delta\alpha_{yx}=R\,u_z .
$$

For incident polarisation $\mathbf a$ and scattered polarisation $\mathbf b'$, the amplitude is proportional to $R\,u_z(a_xb'_y+a_yb'_x)$. ∎

The line is seen with crossed polarisations along the cube axes, and with parallel polarisations at 45° to them. It vanishes when both polarisations lie along the same cube axis. Oblique rays in a wide lens have a field component along $z$. Elements such as $\alpha_{yz}$ then enter, and the half-turns allow these to be linear in $u_x$. The doublet can then contribute.

### A crystal in which every quantity can be computed

The theorem can be tested on a diamond crystal whose energy is given. Each bond has the Morse energy $E_0(1-e^{-a(r-d)})^2$, with bond length $r$, rest length $d$ and $ad=2.7$. Each pair of bonds at an atom, with angle $\theta$ between them, adds the energy $0.5\,E_0(\cos\theta+1/3)^2$. These are round numbers, and the crystal is not a prediction for silicon.

Straining one axis at a time gives $p/\omega_0^2=-1.07155$ and $q/\omega_0^2=-1.84216$. The second derivatives of the energy with respect to strain give $C_{12}/C_{11}=0.36625$. The theorem then predicts the relative slope

$$
\frac{1}{\omega_0}\frac{d\omega_s}{de}=-1.84216+1.07155\times0.36625=-1.4497 .
$$

The direct calculation makes no use of $p$, $q$ or the elastic constants. It stretches the film, finds the normal strain of lowest energy, and diagonalises the full $3\times3$ force matrix. It gives $-1.4497$ for the singlet. For the doublet, formula and direct calculation both give $-0.7822$. The normal strain is $-0.7325$ times the in-plane strain, in agreement with $-2C_{12}/C_{11}$. A uniform change of volume gives $\gamma=0.7926$, as does the formula. Further digits stand in the numerical output.

### Silicon on relaxed silicon–germanium

Consider a silicon channel layer 15 nm thick, grown on relaxed silicon–germanium with about 20 % germanium. Its in-plane strain is taken as $e=0.80\,\%$. This assumes that the layer is fully strained. At this mismatch the equilibrium (Matthews–Blakeslee) thickness at which misfit dislocations can begin to relax the strain is roughly 12–13 nm. A 15 nm layer lies slightly above it, so in a real layer the strain has to be measured and not inferred from the composition alone. The silicon constants are rough typical values: $\nu_0=520$ cm⁻¹, $p/\omega_0^2=-1.85$, $q/\omega_0^2=-2.30$, $C_{11}=166$ GPa and $C_{12}=64$ GPa. The third figures of these constants, and of the lattice constant used below, are inputs that let the arithmetic be followed. They are not a claim of accuracy, and the same holds for the last digits of the results.

The elastic ratio is $64/166=0.3855$. The normal strain and the in-plane stress are

$$
e_{zz}=-2\times0.3855\times0.80\,\%=-0.617\,\%,
$$

$$
\sigma_{xx}=180.7\ \mathrm{GPa}\times0.0080=1.45\ \mathrm{GPa}.
$$

The strain coefficient of the singlet is

$$
b=520\ \mathrm{cm^{-1}}\times(-2.30+1.85\times0.3855)
=520\ \mathrm{cm^{-1}}\times(-1.587)=-825\ \mathrm{cm^{-1}},
$$

per unit strain, and the shift is

$$
\Delta\nu_s=-825\ \mathrm{cm^{-1}}\times0.0080=-6.60\ \mathrm{cm^{-1}}.
$$

In angular frequency this is $-1.24\times10^{12}$ rad/s. The line moves from 520 to 513.4 cm⁻¹. Divided by the stress, the shift is −4.57 cm⁻¹ per GPa of equal biaxial stress. That number does not apply to uniaxial stress.

The two terms in $b$ show the competition described in the first half. The $q$ term contributes $520\times(-2.30)\times0.0080=-9.57$ cm⁻¹, and the contraction returns $+2.97$ cm⁻¹.

The division into volume and shape gives −5.5 and −1.1 cm⁻¹. Most of the shift is thus a volume effect, with $\gamma=1.075$ for these constants. The shape term has the same sign because $p-q$ is positive while $e_{zz}-e$ is negative. The doublet lies at −4.94 cm⁻¹, about 1.66 cm⁻¹ above the singlet.

### What the linear result leaves out

*Curvature.* With $\Delta\nu_s$ as the linear shift, the next term of the square root is $-\Delta\nu_s^2/(2\nu_0)$. Here it is $-6.60^2/1040=-0.042$ cm⁻¹. It should not be added alone, because the forces and the contraction also have terms of second order. In the model crystal at the same strain, the total deviation from the straight line is −0.26 % of the shift. The root alone would contribute $1.4497\times0.0080/2=+0.58\,\%$, so the other terms contribute about −0.84 % and outweigh it. Applied to the silicon shift, the total would be 0.017 cm⁻¹. This indicates a size, and its sign need not hold for silicon.

*Heating.* The line also moves down when the crystal warms, at a rough rate of −0.022 cm⁻¹/K. Heating by 10 K in the laser spot gives −0.22 cm⁻¹. Read as strain, this is $0.22/825=0.027\,\%$, or about 3 % of the strain in the example. A uniform temperature rise of a freely expanding cubic crystal moves all three vibrations equally, so to first order the splitting is free of this error. A laser spot is held in the plane by the cooler crystal around it and gains a small compressive strain. With an expansion coefficient of about $2.6\times10^{-6}$ K⁻¹ and full in-plane clamping, 10 K adds about +0.02 cm⁻¹ to the singlet and changes the splitting by about 0.005 cm⁻¹.

*Confinement.* A film of thickness $L$ holds a standing wave with a wavevector of about $\pi/L$ instead of zero. The zone edge lies at $2\pi/a_0$, where $a_0=0.543$ nm is the lattice constant. Assume that the branch falls parabolically by a rough 110 cm⁻¹ between the zone centre and the edge. The shift is then

$$
-110\ \mathrm{cm^{-1}}\left(\frac{a_0}{2L}\right)^2
=-110\ \mathrm{cm^{-1}}\left(\frac{0.543}{30}\right)^2=-0.036\ \mathrm{cm^{-1}} .
$$

It grows as $1/L^2$ and would matter in films of a few nanometres.

*Deformation constants.* A 10 % change in $p$ moves the predicted shift by 0.30 cm⁻¹, and a 10 % change in $q$ by 0.96 cm⁻¹. The latter is 14 % of the shift. The 10 % is an assumed size, and each constant was varied alone. If $p+2q$ is held fixed, as a pressure measurement would require, a 10 % change in $q$ forces a change in $p$ and moves the shift by about 1.7 cm⁻¹. Published constants differ by comparable amounts, and the set used here gives one of the larger values of $|b|$. The older set $p/\omega_0^2=-1.43$, $q/\omega_0^2=-1.89$ gives $b\approx-700$ cm⁻¹ and would read a shift of −6.60 cm⁻¹ as about 0.95 %. The value $\gamma\approx0.98$ from pressure measurements, combined with $(p-q)/\omega_0^2=0.45$, gives $b\approx-760$ cm⁻¹. For the unpatterned layer the deformation constants are the largest of the uncertainties sized here, so a strain read from the line is no more accurate than the value of $b$ allows.

### The same layer in a device

The strain and thickness of the example are in the range of strained-silicon channel layers on silicon–germanium, and its constants are rough values for silicon, subject to the spread described above. In an unpatterned layer the assumption of equal in-plane strains is reasonable. Cutting the layer into narrow stripes breaks it, because the free side walls let the silicon contract sideways.

The limiting case of uniform sideways relaxation is a stripe along $x=[100]$ that keeps $e_{xx}=e$ but has no stress along $y$ or $z$. By symmetry $e_{yy}=e_{zz}$, and the condition $\sigma_{yy}=0$ reads

$$
C_{11}e_{yy}+C_{12}(e+e_{yy})=0
\quad\Longrightarrow\quad
e_{yy}=e_{zz}=-\frac{C_{12}}{C_{11}+C_{12}}\,e=-0.223\,\% .
$$

Lemma 2 still applies, and the vibration along $z$ shifts by

$$
\frac{\nu_0}{2\omega_0^2}\bigl[p\,e_{zz}+q(e+e_{yy})\bigr]
=260\ \mathrm{cm^{-1}}\times\bigl[1.85\times0.00223-2.30\times0.00577\bigr]
=-2.38\ \mathrm{cm^{-1}} .
$$

The strain along the stripe is still 0.80 %, but the biaxial coefficient would report $2.38/825=0.29\,\%$. This is the mean of the two in-plane strains, $(0.80-0.223)/2\,\%$, and not the strain along the stripe. A partly relaxed stripe lies between the two cases if its strain is uniform and $\sigma_{zz}=0$. In a real stripe bonded to its substrate the strain varies over the cross-section, and the local shift near the top of a narrow stripe can fall outside this range. Stripes along other directions need the elastic constants for that direction.

A film as thin as 15 nm also transmits visible light to the silicon–germanium below, which has a silicon–silicon line of its own. The two lines must be separated before the shift is read. The coefficient $b$ may then be used for a flat (001) layer with equal in-plane strains, a force-free surface and a known temperature. If the in-plane strains differ but the normal stress still vanishes, Hooke's law gives $e_{zz}=-(C_{12}/C_{11})(e_{xx}+e_{yy})$. Then $K_{zz}$ depends on the in-plane strains only through their sum, and $b$ gives their mean $(e_{xx}+e_{yy})/2$ but not the two strains separately. If a normal stress acts, $b$ alone is not enough, and the full expression for $K_{zz}$ must be combined with the stress conditions of the actual structure. This is enough only while the shear strains $e_{xz}$ and $e_{yz}$ vanish. Near edges, or in layers of another orientation, shear strains add off-diagonal elements to $K$. Because the three vibrations are nearly degenerate, these elements can shift the lines at first order in strain, and the whole matrix must be diagonalised.

## Computed values

```
MODEL CRYSTAL (dimensionless)
Morse range parameter a*d = 2.7
angle stiffness / Morse depth = 0.5
p/w0^2 = -1.07155
q/w0^2 = -1.84216
C12/C11 = 0.36625
normal / in-plane strain, relaxed film = -0.73251
singlet slope, direct  = -1.44970726
singlet slope, formula = -1.44970726
doublet slope, direct  = -0.78215733
doublet slope, formula = -0.78215733
Grueneisen, direct  = 0.79264590
Grueneisen, formula = 0.79264590
singlet shift beyond linear at 0.8 % strain = -0.26 %
SILICON EXAMPLE: inputs (rough typical values)
nu0 = 520 cm^-1; p/w0^2 = -1.85; q/w0^2 = -2.30
C11 = 166 GPa; C12 = 64 GPa
in-plane strain = 0.80 %
SILICON EXAMPLE: results
w0 = 9.7950e+13 rad/s
p = -1.775e+28 s^-2; q = -2.207e+28 s^-2
C12/C11 = 0.3855
normal strain = -0.617 %
biaxial modulus = 180.7 GPa
in-plane stress = 1.445 GPa
(q - p*C12/C11)/w0^2 = -1.5867
singlet coefficient b = -825.1 cm^-1 per unit strain
singlet shift = -6.601 cm^-1
singlet shift in angular frequency = -1.243e+12 rad/s
singlet line position = 513.40 cm^-1
singlet shift per stress = -4.567 cm^-1/GPa
volume part = -5.496 cm^-1
tetragonal part = -1.105 cm^-1
Grueneisen parameter = 1.075
doublet coefficient = -617.9 cm^-1 per unit strain
doublet shift = -4.943 cm^-1
EFFECTS LEFT OUT
singlet shift with full square root = -6.643 cm^-1
square-root correction = -0.042 cm^-1
model-crystal nonlinearity times shift = 0.017 cm^-1
heating by 10 K at -0.022 cm^-1/K = -0.22 cm^-1
false strain from that heating = 0.027 %
film 15 nm, lattice constant 0.543 nm
LO branch drop to zone edge (rough) = 110 cm^-1
confinement shift = -0.036 cm^-1
10 % change of p moves the shift by 0.297 cm^-1
10 % change of q moves the shift by 0.957 cm^-1
stripe relaxed sideways: e_yy = e_zz = -0.223 %
stripe relaxed sideways: z-mode shift = -2.382 cm^-1
```
